# Slope Dynamics of Growing Mounds and the Hyperbolic-Tangent Slope Reversal, part 1

(Sections cited here and not found follow in the second part.)

## I. From the height equation to the isolated slope reversal

A continuum calculation of mound growth needs a mesh spacing and a box length before it can start. The mesh must resolve the narrow regions at mound tops and valleys where the slope changes sign. The box must be long enough for mounds to form, and longer still if their sides are to come close to the slope that the growth law selects. Both choices depend on the width of a slope reversal and on how its shape changes with mound spacing. For the growth law treated here, both follow from an equation for the slope alone.

### The model and its assumptions

Let \(H(x,t)\) be the height of a surface that varies in one lateral direction. Material arrives uniformly and raises the mean height at speed \(V\). Write \(H=Vt+h\), so that \(h\) is the height in the frame that rises with the film. The surface has no overhangs, no material desorbs, and the random arrival of atoms is averaged out. Rearrangement along the surface is described by a current \(J\), the volume crossing a line per unit time and per unit length of that line, positive towards \(+x\). Conservation of volume gives \(H_t=V-J_x\). Subtracting the uniform rise leaves

\[
h_t=-J_x . \tag{1}
\]

Subscripts \(x\) and \(t\) denote derivatives. With the slope \(m=h_x\), the growth law is

\[
J=A\,m\left(1-\frac{m^2}{m_0^2}\right)+B\,m_{xx},\qquad A,B,m_0>0 . \tag{2}
\]

The first term has the sign of \(m\) when \(|m|<m_0\), so it carries material uphill. It vanishes at \(m=\pm m_0\) and points downhill on steeper slopes. The second term smooths the surface. To see this, take \(h=\cos qx\). Then \(m=-q\sin qx\) and \(m_{xx}=q^3\sin qx\), so \(Bm_{xx}\) is positive just to the right of the crest at \(x=0\) and carries material away from it.

Two symmetries restrict the terms. Under \(x\to-x\) both \(m\) and \(J\) change sign. The product \(m\,m_x\) also changes sign, because \(m_x=h_{xx}\) does not, so this reflection permits it. If tops and valleys are equivalent, however, \(h\to-h\) must also reverse \(J\). The product \(m\,m_x\) is unchanged by that operation and is excluded. Up-down symmetry is thus a separate assumption, and its cost is estimated in the second half. Terms such as \(m^2m_{xx}\) pass both symmetry requirements; leaving them out is a choice of model.

### Removing the parameters

Introduce dimensionless variables by

\[
x=\ell X,\qquad t=\tau T,\qquad m=m_0M,\qquad h=m_0\ell\,\eta . \tag{3}
\]

The height scale is fixed by the other choices, since \(m=h_x=(m_0\ell/\ell)\,\eta_X\) requires \(M=\eta_X\). Substitution in (2) gives

\[
J=Am_0\left(M-M^3+\frac{B}{A\ell^2}M_{XX}\right). \tag{4}
\]

The last coefficient becomes one when \(\ell^2=B/A\). Equation (1) then reads

\[
\frac{m_0\ell}{\tau}\,\eta_T=-\frac{Am_0}{\ell}\,\partial_X\left(M-M^3+M_{XX}\right),
\]

and its prefactors agree when \(\tau=\ell^2/A\). Therefore

\[
\ell=\sqrt{\frac{B}{A}},\qquad \tau=\frac{B}{A^2}. \tag{5}
\]

From here on the original letters denote dimensionless quantities until the worked example. No quantum constant enters the equations, so atomic units would not alter them. The growth law is now

\[
h_t=-J_x,\qquad J=m-m^3+m_{xx},\qquad m=h_x . \tag{6}
\]

### The equation for the slope

Differentiate the first relation in (6) with respect to \(x\). For a smooth surface the derivatives commute, so \(\partial_xh_t=\partial_th_x=m_t\), and

\[
m_t=-J_{xx}=\left(m^3-m-m_{xx}\right)_{xx}. \tag{7}
\]

This is the Cahn-Hilliard equation with the slope as its conserved quantity. Define

\[
\mu=m^3-m-m_{xx}=-J . \tag{8}
\]

Then \(m_t=\mu_{xx}\) and \(h_t=\mu_x\). In a phase-separating mixture \(\mu\) would be a chemical potential; here it is minus a surface current.

The conserved quantity has a simple geometric meaning. In a periodic box of length \(L\), \(\int_0^L m\,dx=h(L)-h(0)=0\). Uphill and downhill sides must balance, and (7) keeps them balanced.

The height can also be recovered from the slope. Given a solution \(m\) of (7), put \(h=\int_0^xm\,dx'+c(t)\). Its time derivative is

\[
h_t=\int_0^x\mu_{x'x'}\,dx'+\dot c=\mu_x(x,t)-\mu_x(0,t)+\dot c .
\]

The choice \(\dot c=\mu_x(0,t)\) restores \(h_t=\mu_x\). The two descriptions therefore differ by one constant, the initial mean height.

The reduction was tested by evolving the two equations separately. The height equation was solved with Fourier derivatives and the slope equation with finite differences, in a periodic box of length 17.77, from \(h=0.1\cos q_1x+0.05\sin 2q_1x\) with \(q_1=2\pi/17.77\). At time 20 the largest slope was 0.847, so the cubic term was fully at work, and the two slopes differed by at most \(1.5\times10^{-4}\).

### A quantity that cannot increase

Consider

\[
F=\int\left[\frac{m_x^2}{2}+\frac{(1-m^2)^2}{4}\right]dx . \tag{9}
\]

The derivative of \((1-m^2)^2/4\) with respect to \(m\) is \(-m(1-m^2)=m^3-m\). A small change \(\delta h\), with \(\delta m=\delta h_x\), gives

\[
\delta F=\int\left[m_x\,\delta m_x+(m^3-m)\,\delta m\right]dx
=\int\mu\,\delta m\,dx=-\int\mu_x\,\delta h\,dx . \tag{10}
\]

Each of the last two forms uses one integration by parts, whose boundary terms cancel in a periodic box. Hence \(\delta F/\delta h=-\mu_x\). Since \(h_t=\mu_x\),

\[
h_t=-\frac{\delta F}{\delta h},\qquad
\frac{dF}{dt}=\int\frac{\delta F}{\delta h}\,h_t\,dx=-\int h_t^2\,dx\le0 . \tag{11}
\]

The surface moves down the gradient of \(F\) and stops when \(h_t=0\) everywhere. A growing film is driven by the incoming atoms, so \(F\) is not its free energy. It is a function of the surface shape that this growth law happens to lower. In the run described above \(F\) fell by 0.76487, and the separately computed time integral of \(\int h_t^2dx\) was also 0.76487.

### Where mounds come from

Let a surface of uniform slope \(\bar m\) carry a small disturbance, \(m=\bar m+u\). To first order \(m^3-m\) changes by \((3\bar m^2-1)u\), and (7) becomes

\[
u_t=(3\bar m^2-1)u_{xx}-u_{xxxx}.
\]

For \(u\propto e^{iqx+\sigma t}\), two derivatives give \(-q^2\) and four give \(q^4\), so

\[
\sigma=(1-3\bar m^2)q^2-q^4 . \tag{12}
\]

A flat surface has \(\sigma=q^2-q^4\) and is unstable for \(0<q<1\). Small disturbances therefore grow in a periodic box if its length exceeds \(2\pi\). The fastest growth follows from \(d\sigma/dq=2q-4q^3=0\):

\[
q_*=\frac1{\sqrt2},\qquad \sigma_*=\frac12-\frac14=\frac14,\qquad
\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt2=8.886 . \tag{13}
\]

This is approximately the first mound spacing when the initial disturbance is weak and has no strong preference for another wavelength. Diagonalizing the linear problem in a box of length \(8\lambda_*\) gave a largest rate of 0.25000, for a mode with eight periods.

Against disturbances that vary along \(x\) only, uniform slopes become stable when \(3\bar m^2>1\). At \(\bar m=\pm1\) the rate is \(-2q^2-q^4\), which is negative for every \(q\neq0\). Such slopes can therefore form the sides of mounds. It remains to find which pairs of slopes can meet in a stationary profile.

### The end slopes of a stationary profile

Consider an infinite line on which \(m\to a\) at one end and \(m\to b\) at the other, with \(a\neq b\) and all derivatives of \(m\) tending to zero. A stationary slope requires \(J_{xx}=0\), so \(J\) is linear in \(x\). Its limits are the finite values \(a-a^3\) and \(b-b^3\), so it must be a constant \(j\):

\[
m_{xx}=j-m+m^3,\qquad j=a-a^3=b-b^3 . \tag{14}
\]

Multiply the first relation by \(m_x\) and integrate over the line. The left side is the change of \(m_x^2/2\), which is zero, so

\[
0=\int_a^b(j-m+m^3)\,dm . \tag{15}
\]

This is an equal-area condition. Let \(s=a+b\) and \(r=ab\). Subtracting the two expressions for \(j\) gives \(a-b=a^3-b^3\), and division by \(a-b\) gives

\[
1=a^2+ab+b^2=s^2-r . \tag{16}
\]

Adding them, with \(a^3+b^3=s^3-3sr\), gives

\[
2j=s(1-s^2+3r)=s(-r+3r),\qquad j=sr, \tag{17}
\]

where (16) replaced \(1-s^2\) by \(-r\). Carrying out the integral in (15) and dividing by \(b-a\) gives

\[
j=\frac s2-\frac{s(a^2+b^2)}4=\frac s2-\frac{s(1-r)}4=\frac{s(1+r)}4 , \tag{18}
\]

because \(a^2+b^2=s^2-2r=1-r\). Equating (17) and (18) yields

\[
s(3r-1)=0 . \tag{19}
\]

If \(r=1/3\), then (16) gives \(s^2=4/3\) and \((a-b)^2=s^2-4r=0\), which contradicts \(a\neq b\). Hence \(s=0\), and (16) gives \(r=-1\). The end slopes are \(+1\) and \(-1\), in either order, and \(j=0\). A numerical search for equal areas, with the positive slope between 0.7 and 1.12, found 1.000000.

### The profile and its measures

With \(j=0\), multiplying (14) by \(m_x\) and integrating from one end gives

\[
m_x^2=\frac{(1-m^2)^2}{2}. \tag{20}
\]

The integration constant is zero because \(m_x\to0\) where \(m^2\to1\). A profile that reached \(m=\pm1\) at a finite point would have \(m_x=0\) there, and would then be the constant solution. The profile joining \(-1\) to \(+1\) therefore stays between these values, and \(m_x\) keeps one sign. For the rising branch, \(dm/(1-m^2)=dx/\sqrt2\). The left side integrates to \(\operatorname{artanh}m\), so

\[
m=\tanh\frac{x-x_0}{\sqrt2}. \tag{21}
\]

The falling branch has the opposite sign. In (21) the surface descends on the left and rises on the right, so the plus sign describes a valley and the minus sign a mound top.

Set \(x_0=0\) and integrate the slope of the valley:

\[
h=\sqrt2\,\ln\cosh\frac{x}{\sqrt2}\;\longrightarrow\;|x|-\sqrt2\ln2
\qquad(|x|\to\infty), \tag{22}
\]

since \(\ln\cosh u\to|u|-\ln2\). The straight sides, continued inwards, meet at height \(-\sqrt2\ln2\), while the valley floor lies at zero. Smoothing thus places the floor \(\sqrt2\ln2=0.980\) above the sharp V.

A convenient width is the distance over which the slope passes from \(-0.8\) to \(+0.8\):

\[
w_{80}=2\sqrt2\,\operatorname{artanh}0.8=\sqrt2\ln9=3.107 . \tag{23}
\]

By (20) the two terms of \(F\) are equal, so the cost of one reversal is

\[
F_{\rm k}=\int m_x^2\,dx=\int_{-1}^{1}\frac{1-m^2}{\sqrt2}\,dm=\frac{2\sqrt2}{3}=0.943 . \tag{24}
\]

Two tests reached the profile without using (21). A boundary-value solution of \(m_{xx}=m^3-m\), with \(m(0)=0\) and \(m(12)=1\), differed from it by at most \(8.5\times10^{-8}\). In the second test, the slope equation was started from a profile with plateaus near \(\pm0.8\), in a periodic box of length 35.54 with 400 mesh points. At time 400 the slope agreed with (21) to \(2.2\times10^{-4}\) over the quarter box next to the reversal.

## II. Stability, finite mound spacing and a worked example

The first half used the scaled height \(h\), slope \(m=h_x\) and current \(J=m-m^3+m_{xx}\). The slope obeys \(m_t=(m^3-m-m_{xx})_{xx}\), and the functional \(F\) in (9) cannot increase. A flat surface first forms mounds at spacing \(\lambda_*=2\pi\sqrt2\). An isolated valley has \(m=\tanh(x/\sqrt2)\), and a top has the opposite slope. Physical lengths and times follow from \(\ell=\sqrt{B/A}\) and \(\tau=B/A^2\), slopes from \(m_0\), and heights from \(m_0\ell\).

### Stability of the isolated reversal

Add a small localized disturbance \(u\) to the valley profile, now called \(m\). The second derivative of \((1-m^2)^2/4\) with respect to \(m\) is \(3m^2-1\). The term in \(F\) linear in \(u\) vanishes because \(\mu=0\), and the quadratic term is

\[
\delta^2F=\frac12\int u\,\mathcal L u\,dx,\qquad
\mathcal L=-\frac{d^2}{dx^2}+3m^2-1 . \tag{25}
\]

This operator factorizes. Let \(Q=d/dx+\sqrt2\,m\), with adjoint \(Q^\dagger=-d/dx+\sqrt2\,m\). Then

\[
Q^\dagger Qu=-u_{xx}-\sqrt2\,(mu)_x+\sqrt2\,mu_x+2m^2u
=-u_{xx}+\left(2m^2-\sqrt2\,m_x\right)u . \tag{26}
\]

The valley satisfies \(\sqrt2\,m_x=1-m^2\), so the bracket equals \(3m^2-1\) and \(\mathcal L=Q^\dagger Q\). It follows that

\[
\int u\,\mathcal Lu\,dx=\int(Qu)^2dx\ge0 . \tag{27}
\]

Equality requires \(u_x=-\sqrt2\,mu\). Its solution is \(u\propto\operatorname{sech}^2(x/\sqrt2)\), which is proportional to \(m_x\). Adding a small multiple of \(m_x\) shifts the profile sideways, and a shift costs nothing on an infinite line. For a mound top the sign of \(m\) in \(Q\) is reversed and the argument is the same.

The dynamics must be examined as well, because \(\mathcal L\) is not itself the evolution operator. Linearizing (7) gives \(u_t=(\mathcal Lu)_{xx}\). For a mode \(u=e^{\sigma t}\phi(x)\), multiply \(\sigma\phi=(\mathcal L\phi)_{xx}\) by the complex conjugate of \(\mathcal L\phi\) and integrate by parts:

\[
\sigma\int\phi\,(\mathcal L\phi)^*dx=-\int\left|(\mathcal L\phi)_x\right|^2dx . \tag{28}
\]

The integral on the left is real and non-negative by (27). A growing mode would need it to vanish, which makes \(\phi\) proportional to \(m_x\). But then \(\mathcal L\phi=0\) and \(\sigma=0\), a contradiction. There is thus no growing localized mode.

Diagonalizing \(\mathcal L\) on \(-12\le x\le12\) gave lowest eigenvalues \(-0.00001\) and 1.5000. The first lies within the \(10^{-3}\) allowed for the finite mesh around the expected zero.

An isolated slope reversal joins the slopes \(-1\) and \(+1\) in scaled units, has a definite width and rounding height, and has no growing localized mode for disturbances along \(x\). It remains to find how the profile changes at finite mound spacing, to put the scales into physical units, and to estimate the neglected effects.
